# Disconnected Is Not Unlinked: Which Coupled-Cluster Terms Must Cancel

Take two identical units so far apart that they do not interact. Each has two electrons and two spatial orbitals. In the reference determinant $|0\rangle$ both electrons of each unit sit in its lower orbital. The operator $P_i$ lifts the pair of unit $i$ to the upper orbital, at a cost $D$, and the Hamiltonian couples the two pair states with strength $K$. Energies are counted from that of $|0\rangle$.

For one unit, write the ground state as $|0\rangle+tP|0\rangle$. Projecting the Schrödinger equation on $|0\rangle$ and on $P|0\rangle$ gives

$$e=Kt,\qquad K+Dt=et\quad\Rightarrow\quad K+Dt-Kt^2=0. \tag{1}$$

With $D=1.2$ and $K=0.25$ hartree, the root for the ground state is

$$t=\frac{D-\sqrt{D^2+4K^2}}{2K}=\frac{1.2-1.3}{0.5}=-0.2,$$

and $e=-0.05$ hartree.

Since the two units do not interact, their joint ground state is a product:

$$(1+tP_1)(1+tP_2)|0\rangle=\left(1+T_2+\tfrac12T_2^2\right)|0\rangle,\qquad T_2=t(P_1+P_2). \tag{2}$$

Here $P_i^2=0$, because a pair cannot be lifted twice, so $\tfrac12T_2^2=t^2P_1P_2$. This term describes two independent events. Its diagram falls into two pieces, and it is plainly part of the exact state: diagonalization over all four-electron determinants gives the quadruple coefficient $0.04=(-0.2)^2$.

Now project the two-unit equation on $P_1|0\rangle$. The Hamiltonian reaches this state from $|0\rangle$, from itself, and from $P_1P_2|0\rangle$ by lowering pair 2:

$$K+Dt+Kt^2=Et,\qquad E=2Kt. \tag{3}$$

The right side, $2Kt\cdot t$, is the energy of the whole system multiplying an amplitude of one unit. Such a term must not survive, or unit 1 would feel how many distant units exist. It does not survive: $Kt^2-2Kt^2=-Kt^2$, and equation (1) returns. What removed the surplus was the contribution of $\tfrac12T_2^2$.

## The belief and its appeal

The belief is that "disconnected" and "unlinked" name the same thing. Correct energies scale linearly with system size, diagrams in several independent pieces scale with higher powers, and so such diagrams must cancel. A wave function fit for large systems would then contain connected diagrams alone.

For energy diagrams the argument is sound. It fails for the wave function, and the difference lies in what the pieces look like.

A diagram is *disconnected* if it consists of two or more pieces with no line between them. A piece is *closed* if it has no external lines; it is then a number. A diagram is *unlinked* if a closed piece stands beside at least one other piece, and otherwise it is linked. Two questions therefore have to be asked: how many pieces are there, and is one of several pieces closed?

- $T_2|0\rangle$ is one open piece: connected and linked.
- $\tfrac12T_2^2|0\rangle$ is two open pieces: disconnected and linked.
- $\Delta E\,T_2|0\rangle$ is a closed piece beside an open one: disconnected and unlinked.

An unlinked diagram is thus always disconnected, but the converse is false. In an energy diagram no piece has external lines, so two pieces mean two closed pieces, and there the words do coincide.

Below, $|0\rangle$ is a closed-shell determinant and the state is scaled so that $\langle0|\Psi\rangle=1$ (intermediate normalization). This choice matters. For the $N$-unit product state $\langle\Psi|\Psi\rangle=(1+t^2)^N$, so scaling $\Psi$ to unit length would multiply every amplitude by a number that depends on the whole system.

## Where the product comes from

The product also arises when the electrons interact. Let $H=H_0+V$ with $H_0$ a sum of orbital energies, and expand in $V$. Let $X_x$ denote a double excitation, $D_x$ its orbital-energy cost and $v_x$ its matrix element in $V$. The first-order doubles are

$$T_2^{(1)}=\sum_x t_xX_x,\qquad t_x=-\frac{v_x}{D_x}.$$

At second order, quadruple excitations can be reached only from these doubles, because $V$ is a two-body operator and raises the excitation level by at most two. The cost of a quadruple is $D_x+D_y$, so

$$\Psi^{(2)}_Q=\sum_{xy}\frac{-1}{D_x+D_y}\,v_y\left(\frac{-v_x}{D_x}\right)X_yX_x|0\rangle .$$

The operators $X_x$ and $X_y$ commute. Exchanging the names $x$ and $y$ and averaging the two forms sums over both orders of events:

$$\Psi^{(2)}_Q=\frac12\sum_{xy}\frac{v_xv_y}{D_x+D_y}\left(\frac1{D_x}+\frac1{D_y}\right)X_xX_y|0\rangle
=\frac12\sum_{xy}\frac{v_xv_y}{D_xD_y}X_xX_y|0\rangle=\frac12\left(T_2^{(1)}\right)^2|0\rangle . \tag{4}$$

The joint denominator has gone, and each event keeps its own. The numerical check confirms (4) with random matrix elements, where no separate units exist. Disconnected products are therefore not peculiar to distant fragments. The product $\tfrac12T_2^2$ does need at least four electrons: with fewer, $T_2^2|0\rangle=0$.

## Where the closed factor comes from

Let $H_N=H-\langle0|H|0\rangle$ be the normal-ordered Hamiltonian and $\Delta E$ the correlation energy. Take $T=T_2$ first. Writing out the double commutator gives

$$\tfrac12[[H_N,T],T]=\tfrac12H_NT^2-TH_NT+\tfrac12T^2H_N .$$

Let this act on $|0\rangle$ and project on a doubly excited determinant $D$ with amplitude $t_D$. The last term vanishes, because $T^2$ raises the excitation level by four. In the middle term the left-hand $T$ raises by two, so it can reach $D$ only from $|0\rangle$:

$$\langle D|TH_NT|0\rangle=\langle D|T|0\rangle\langle0|H_NT|0\rangle=t_D\,\langle0|H_NT|0\rangle .$$

Hence

$$\langle D|H_N\tfrac12T^2|0\rangle=\langle D|\tfrac12[[H_N,T],T]|0\rangle+t_D\langle0|H_NT|0\rangle . \tag{5}$$

The first term on the right is connected, by Wick's theorem. The cluster operator contains only operators that create holes and particles. A contraction needs an annihilating operator to the left of a creating one, so $TH_N$ has no contractions, while $H_NT$ has some. The uncontracted parts of $H_NT$ and $TH_N$ are equal, since $T$ has an even number of fermion operators, and they cancel in the commutator. What remains has at least one line between $H_N$ and $T$. The second commutator ties the second $T$ in the same way, and it must be tied to $H_N$, because two cluster operators cannot contract with each other.

The second term in (5) is unlinked. One $T_2$ has all four lines absorbed by $H_N$, which makes a number, and the other stands untouched. Either $T_2$ can play the first role, and this factor 2 cancels the $\tfrac12$.

The energy in this approximation is $\Delta E=\langle0|H_NT_2|0\rangle$, since $H_N$ lowers the excitation level by at most two and cannot bring $T_2^2|0\rangle$ back to $|0\rangle$. The doubles equation $\langle D|(H_N-\Delta E)e^{T_2}|0\rangle=0$ contains $-\Delta E\,t_D$, which cancels the last term of (5). The closed factor is not zero. It occurs twice, with opposite signs, and one of the two occurrences is supplied by the disconnected cluster.

The same holds for a general $T$. Define $\bar H=e^{-T}H_Ne^{T}$. Each derivative of $e^{-sT}H_Ne^{sT}$ with respect to $s$ adds one commutator with $T$, so the Taylor series about $s=0$, taken at $s=1$, is a sum of nested commutators, all connected. Then

$$(H_N-\Delta E)e^T|0\rangle=e^T(\bar H-\Delta E)|0\rangle . \tag{6}$$

The closed part of $\bar H$ is the number $\langle0|\bar H|0\rangle$. Projecting the Schrödinger equation on $\langle0|$, after multiplying by $e^{-T}$, shows that it equals $\Delta E$. It drops out of the bracket and only open pieces remain. The factor $e^T$, with all its disconnected products, stays in the wave function.

## What the Pauli principle does to the bookkeeping

For $N$ units the terms of (5) can be counted by hand. The quadruples containing pair 1 and one other pair each return $Kt^2$, so the left side is $(N-1)Kt^2$. The closed factor is $NKt$, so the unlinked term is $NKt^2$. The connected term is the difference:

$$(N-1)Kt^2-NKt^2=-Kt^2 .$$

For $N=8$, with $Kt^2=0.01$ hartree, this reads $0.07=0.08-0.01$ hartree. The connected part is $-0.01$ hartree for every $N$.

The case $N=1$ is instructive. Two electrons have no quadruple excitation and the left side is zero, yet the two terms on the right are $+0.01$ and $-0.01$ hartree. The closed factor sums over all pairs, including the one already excited in the open piece. That contribution violates the Pauli principle, and the connected term contains its exact opposite. Without this unrestricted sum the closed piece would depend on the open one and would not be a common factor.

The connected term collects four classes of diagram, according to which lines each $T_2$ gives to $H_N$:

- Ladder, $+0.01$ hartree: one gives both particle lines, the other both hole lines.
- Ring, $+0.02$ hartree: each gives one particle and one hole line.
- Hole line, $-0.02$ hartree: one gives a single hole line, the other its remaining three partners.
- Particle line, $-0.02$ hartree: the same with a single particle line.

In the last two classes "three partners" means three of the four lines of the other $T_2$. The sum is $-0.01$ hartree. A test with random antisymmetric amplitudes and integrals confirms that these four classes plus the closed term reproduce the left side of (5).

## Why the words merge for energies

The energy at fourth order shows the setting in which the belief is right. Let $E_n$ be the energy of order $n$, and choose $\langle0|V|0\rangle=0$, so that $E_1=0$. With $R=-Q/(H_0-E_0)$, where $Q$ removes $|0\rangle$, collecting powers of $V$ in the Schrödinger equation gives

$$\Psi_1=RV|0\rangle,\quad \Psi_2=RV\Psi_1,\quad \Psi_3=R(V\Psi_2-E_2\Psi_1).$$

Since $E_4=\langle0|V|\Psi_3\rangle$ and $\langle0|VR=\langle\Psi_1|$,

$$E_4=\langle\Psi_1|V|\Psi_2\rangle-E_2\langle\Psi_1|\Psi_1\rangle . \tag{7}$$

For $N$ units each double has the first-order amplitude $-K/D$, and by (4) each quadruple has $K^2/D^2$. There are $N(N-1)/2$ quadruples, each coupled by $K$ to two doubles. The first term of (7) is therefore

$$\frac{N(N-1)}2\cdot2K\left(-\frac KD\right)\frac{K^2}{D^2}=-N(N-1)\frac{K^4}{D^3}.$$

With $E_2=-NK^2/D$ and $\langle\Psi_1|\Psi_1\rangle=NK^2/D^2$, the second term is $+N^2K^4/D^3$. The sum is $NK^4/D^3$, linear in $N$. For $N=8$ the numbers are $-0.1266+0.1447=0.0181$ hartree.

The parts that grow as $N^2$ are products of closed pieces. They are disconnected and unlinked at once, and they cancel. The quadruple amplitude $K^2/D^2$ that entered the first term is disconnected too, but linked, and the cancellation fails if it is struck out.

## What each deletion costs

Confusing the words leads to definite errors. With equal amplitudes in all units, $E=NKt$, and the full doubles equation is

$$K+Dt+(N-1)Kt^2-NKt^2=0 . \tag{8}$$

The third term comes from $\tfrac12T_2^2$ and the fourth from the energy. Together they give (1), so coupled-cluster doubles (CCD) yields $E=Ne$. That it is exact here is a property of this model, which has no connected clusters beyond $T_2$.

**The disconnected cluster deleted.** Without the third term, $K+Dt=NKt^2$. Multiplying by $NK$ and using $E=NKt$ gives $NK^2+DE=E^2$, so

$$E=\frac D2-\sqrt{\frac{D^2}4+NK^2}. \tag{9}$$

This is configuration interaction with doubles (CID). For $N=8$ it gives $0.6-\sqrt{0.36+0.5}=-0.327$ hartree, against the exact $-0.400$ hartree: 18% of the correlation energy is lost. At $N=100$ the energy per unit has shrunk from $-0.05$ to $-0.0197$ hartree, and for large $N$ it falls as $-K/\sqrt N$. The wave function that was meant to be cleansed of unlinked terms now has one that nothing cancels.

**The energy term deleted, the product kept.** Now $K+Dt+(N-1)Kt^2=0$, and the closed factor survives with the other sign. For $N=4$ the energy is $-0.246$ hartree instead of $-0.200$. Real solutions with equal amplitudes require $D^2\ge4(N-1)K^2$, or $N-1\le5.76$, so from seven units on no such solution exists.

**Both deleted.** Then $t=-K/D$ and $E=-NK^2/D$, which is linearized CCD. The energy is proportional to $N$, but it is $-0.0521$ hartree per unit instead of $-0.0500$, an error of 4%. The closed terms are gone, and with them the connected term $-Kt^2$. Extensivity is thus no proof that the right terms were kept.

The wave function shows the same thing directly. In the exact state the reference and the doubles together have the weight

$$w_N=\frac{1+Nt^2}{(1+t^2)^N}, \tag{10}$$

because the squared norm is $(1+t^2)^N$ and each of the $N$ doubles contributes $t^2$. For $N=8$ this is 0.965, and for $N=100$ it is $0.099$. In the larger system some 90% of the exact state lies in disconnected products, although each unit is only weakly correlated.

## When the units interact

One might still suspect that the product is an artefact of non-interacting units. Let the two units repel by $J=0.3$ hartree when both pairs are excited. The quadruple coefficient $c_4$ is then no longer $t^2$. Define the connected remainder $t_4$ by $c_4=t^2+t_4$. The projections on a double and on the quadruple are

$$K+Dt+Kc_4=Et,\qquad 2Kt+(2D+J)c_4=Ec_4,\qquad E=2Kt .$$

Inserting $c_4$ in the first equation gives

$$K+Dt-Kt^2+Kt_4=0 , \tag{11}$$

in which the closed factor has again cancelled. In the second equation, the terms without $J$ and $t_4$ are $2Kt+2Dt^2-2Kt^3=2t(K+Dt-Kt^2)$, which by (11) equals $-2Ktt_4$. The remaining terms are $Jc_4+2Dt_4-2Ktt_4$, so

$$t_4=-\frac{J\,c_4}{2D-4Kt}. \tag{12}$$

The remainder vanishes with $J$, as a connected quantity should: without an interaction, nothing ties the two excitations together. Diagonalization gives $t=-0.1992$ and $c_4=0.0356$, composed of $t^2=0.0397$ and $t_4=-0.0041$. Equation (12) gives the same: $-0.3\times0.0356/(2.4+0.199)=-0.0041$. The repulsion makes the double event about 10% less likely in amplitude than independence would have it. Here the connected cluster is a correction to the disconnected one. Inserting $c_4=t^2+t_4$ in (12) gives $t_4/t^2=-J/(2D-4Kt+J)$, so it stays a small correction only while $|J|$ is small compared with $2D$. For strong repulsion the ratio approaches $-1$ and $t_4$ cancels most of the product; for a sufficiently strong attraction $t_4$ exceeds $t^2$.

The cancellation of closed factors does not by itself guarantee that a truncated calculation separates correctly. The general guarantee also assumes a reference that turns into a product of fragment references. A closed-shell determinant fails to do so when a bond breaks into open-shell fragments, and an error in the separated limit then comes from the reference and the truncation, not from any unlinked term. Such an error need not arise: for H$_2$, singles and doubles exhaust the excitations of two electrons, so the exact ground state solves the coupled-cluster singles-and-doubles equations even with the closed-shell reference.

For any term in several pieces, then, the question to ask is whether one of them is closed. If the term is part of the wave function and all its pieces have external lines, it is linked and belongs in the state. If one is a bare number, its partner with the opposite sign must be found, and in the doubles equation with $T=T_2$ that partner comes from $\tfrac12T_2^2$. When singles are included, products containing $T_1$ supply the partners of the additional closed terms. By (6), the doubles projection then also holds terms with two open pieces, namely $T_1$ times the singly excited part of $\bar H|0\rangle$; these drop out because the singles equation sets that part to zero.

## Values computed for the example and the checks

```
Inputs: D = 1.20, K = 0.25, J = 0.30 hartree
One unit: t = -0.200000 (no unit), e = -0.050000 hartree
Random Wick test: largest element 20.431, largest error 8.5e-14 (arb. units)
Random 2nd-order quadruple: from resolvents -1.82769773, from T2^2/2 -1.82769773 (no unit)
Two units, all determinants: E = -0.100000 hartree
  c(double) = -0.200000, c(quadruple) = 0.040000 (no unit)
Connected diagram classes for one double (hartree):
  ladder: +0.010000
  ring: +0.020000
  hole line: -0.020000
  particle line: -0.020000
  sum: -0.010000
T2^2/2 in one doubles equation (hartree): total, unlinked, connected
  N=1: +0.000000, +0.010000, -0.010000
  N=2: +0.010000, +0.020000, -0.010000
  N=4: +0.030000, +0.040000, -0.010000
  N=8: +0.070000, +0.080000, -0.010000
Correlation energy (hartree): exact, CCD, CID, linearized CCD
  N=1: -0.050000, -0.050000, -0.050000, -0.052083
  N=2: -0.100000, -0.100000, -0.096419, -0.104167
  N=4: -0.200000, -0.200000, -0.181025, -0.208333
  N=8: -0.400000, -0.400000, -0.327362, -0.416667
CID energy per unit (hartree):
  N=1: -0.050000
  N=2: -0.048210
  N=4: -0.045256
  N=8: -0.040920
  N=100: -0.019710
Product kept, energy term deleted (hartree): total, per unit
  N=1: -0.052083, -0.052083
  N=2: -0.109129, -0.054564
  N=4: -0.246225, -0.061556
Fourth order (hartree): principal, renormalization, sum
  N=2: -0.004521, +0.009042, +0.004521
  N=4: -0.027127, +0.036169, +0.009042
  N=8: -0.126591, +0.144676, +0.018084
Weight of reference plus doubles in exact state (no unit):
  N=1: 1.000000
  N=2: 0.998521
  N=4: 0.991573
  N=8: 0.964511
  N=100 (formula): 0.099000
Interacting pair of units: E = -0.099605 hartree
  t = -0.199210, c4 = 0.035578 (no unit)
  t^2 = 0.039685, t4 = -0.004106 (no unit)
```
